# Exponential Convergence of Single-Band Fourier Interpolation in a Gapped Dimerized Chain

Consider an infinite chain with two orbitals per cell, one level each, and alternating real hopping strengths $t_1$ inside a cell and $t_2$ between neighbouring cells. The wave number $k$ is dimensionless, with period $2\pi$; the physical wave number is $k/a$ for cell length $a$. With the common orbital energy as zero and orthonormal orbitals, the Hamiltonian is

$$H(k)=-\begin{pmatrix}0&f(k)\\ f^*(k)&0\end{pmatrix},\qquad f(k)=t_1+t_2e^{-ik}.$$

Its eigenvalues are $\pm|f(k)|$. The band to be interpolated is the upper one,

$$E(k)=|f(k)|=\sqrt{t_1^2+t_2^2+2t_1t_2\cos k}.$$

Both hoppings are nonzero and $|t_1|\ne|t_2|$, so the two bands are separated by a gap $\Delta=2\big||t_1|-|t_2|\big|$. I take $t_1,t_2>0$, which puts the band edge at $k=\pi$. If the product $t_1t_2$ is negative, the band is the same function shifted by $\pi$; its Fourier coefficients acquire a factor $(-1)^R$ and keep their magnitudes. The rates and the two-sided error bounds below then still hold. The edge error and the prefactor derived for odd $N$ do not carry over, because the band edge then lies at $k=0$, which belongs to every grid.

The band is known on the coarse grid $k_j=2\pi j/N$, $j=0,\dots,N-1$. Let $M=\lfloor N/2\rfloor$. The interpolant is

$$P_N(k)=\sum_{R=-M}^{M}w_R\,C_R\,e^{ikR},\qquad C_R=\frac1N\sum_jE(k_j)e^{-iRk_j},$$

with $w_R=1$, except that $w_{\pm M}=1/2$ for even $N$, where the harmonics $M$ and $-M$ coincide on the grid. The maximum error is $\varepsilon_N=\max_k|E(k)-P_N(k)|$.

The size of the coarse grid can be measured by $M$ or by $N$, and the two give different rates. The error decays at the rate $|\ln(t_1/t_2)|$ per unit of $M$, the longest lattice vector retained. Since $M\approx N/2$, the rate per k-point is half of that:

$$\lim_{M\to\infty}\frac{-\ln\varepsilon_N}{M}=\left|\ln\frac{t_1}{t_2}\right|,\qquad \lim_{N\to\infty}\frac{-\ln\varepsilon_N}{N}=\frac12\left|\ln\frac{t_1}{t_2}\right|.$$

To prove this, let $T$ be the larger hopping and $r<1$ the ratio of the smaller to the larger. Then

$$E^2=T^2(1+r^2+2r\cos k)=T^2(1+re^{ik})(1+re^{-ik}).$$

The zeros of $E^2$ lie at $e^{ik}=-r$ and $e^{ik}=-1/r$, that is, at $k=\pi\pm i|\ln r|$. They are square-root branch points of $E$, where the two bands meet at complex $k$. Their distance from the real axis is the rate sought.

For real $k$ the two factors are complex conjugates with positive real parts, so the product of their principal square roots is positive and

$$E(k)=T\sqrt{1+re^{ik}}\,\sqrt{1+re^{-ik}}.$$

Write $\sqrt{1+x}=\sum_{n\ge0}b_nx^n$, with $b_0=1$ and $b_n=b_{n-1}(3/2-n)/n$. Multiplying the two absolutely convergent series and collecting the terms with $e^{ikR}$ gives $E=\sum_Rc_Re^{ikR}$, where $c_{-R}=c_R$ and, for $R\ge0$,

$$c_R=T\sum_{n=0}^{\infty}b_nb_{n+R}\,r^{2n+R}.$$

These coefficients have a direct meaning. With Wannier functions $|w_R\rangle=L^{-1/2}\sum_ke^{-ikR}|\psi_k\rangle$ of this one band in a ring of $L$ cells, $\langle w_0|H|w_R\rangle=L^{-1}\sum_kE(k)e^{-ikR}$, which tends to $c_R$ for large $L$. The phases of the Bloch states cancel. Isolating one band thus turns a nearest-neighbour model into one with hops of every length.

The size of $c_R$ follows from the signs of $b_n$. Here $b_1=1/2$, and for $n\ge2$ each recursion factor is negative with magnitude $(n-3/2)/n<1$. Hence $b_n=(-1)^{n-1}|b_n|$ for $n\ge1$, and $|b_n|$ decreases. For $R\ge1$ the term $n=0$ in $c_R$ has the sign $(-1)^{R-1}$, while every term with $n\ge1$ has the sign $(-1)^{n-1}(-1)^{n+R-1}=(-1)^R$. Therefore

$$(-1)^{R-1}\frac{c_R}{T}=r^R\Big[|b_R|-\sum_{n\ge1}|b_n||b_{n+R}|r^{2n}\Big].$$

Dropping the subtracted sum gives an upper bound. Replacing $|b_{n+R}|$ by the larger $|b_R|$ gives a lower bound, in which the sum is known because $\sqrt{1-x}=1-\sum_{n\ge1}|b_n|x^n$. With $x=r^2$,

$$\sqrt{1-r^2}\,|b_R|r^R\le\frac{|c_R|}{T}\le|b_R|r^R.$$

The lower bound is positive, so $c_R$ has the sign $(-1)^{R-1}$.

The recursion is solved by $|b_n|=\binom{2n}{n}/[4^n(2n-1)]$: this gives $1/2$ at $n=1$, and its successive ratio is $(2n-3)/(2n)$. Stirling's formula gives $\binom{2n}{n}/4^n\approx1/\sqrt{\pi n}$, so $|b_n|\approx1/(2\sqrt\pi\,n^{3/2})$. For fixed $n$ and large $R$, $|b_{n+R}|/|b_R|\to1$. The terms of the sum, divided by $|b_R|$, are bounded by the summable $|b_n|r^{2n}$, so the limit may be taken term by term:

$$|c_R|\approx\frac{T\sqrt{1-r^2}}{2\sqrt\pi}\,\frac{r^R}{R^{3/2}}\qquad(R\to\infty).$$

The next step is the effect of sampling. Since $E$ is even, $E=c_0+2\sum_{R\ge1}c_R\cos Rk$. On the grid, $\cos Rk_j$ does not change when a multiple of $N$ is added to $R$ or when $R$ changes sign. It therefore equals $\cos\tilde Rk_j$, where $\tilde R$ is the distance from $R$ to the nearest multiple of $N$, and $0\le\tilde R\le M$. The interpolation is linear and reproduces cosines up to order $M$; for even $N$ the half weights ensure this at order $M$. Thus harmonics with $R\le M$ are returned intact, and each higher one is replaced by its alias:

$$E(k)-P_N(k)=2\sum_{R>M}c_R\,[\cos Rk-\cos\tilde Rk].$$

Each bracket has magnitude at most 2, so

$$\varepsilon_N\le4\sum_{R>M}|c_R|\le\frac{4T|b_{M+1}|\,r^{M+1}}{1-r},$$

where the last step uses the upper bound on $|c_R|$, the decrease of $|b_R|$ and the geometric series.

An upper bound alone would allow faster convergence. A lower bound follows because $P_N$ contains no harmonic $M+1$, so that this Fourier coefficient of the error is $c_{M+1}$ itself:

$$|c_{M+1}|=\left|\frac1{2\pi}\int_{-\pi}^{\pi}[E-P_N]\,e^{-i(M+1)k}\,dk\right|\le\varepsilon_N.$$

Together,

$$T\sqrt{1-r^2}\,|b_{M+1}|r^{M+1}\le\varepsilon_N\le\frac{4T}{1-r}|b_{M+1}|r^{M+1}.$$

Taking logarithms and dividing by $M$ removes the constants and the power law in $b_{M+1}$. This leaves $|\ln r|=|\ln(t_1/t_2)|$ and proves both limits. The lower bound used only the absence of harmonic $M+1$. No other choice of the coefficients up to order $M$, a least-squares fit for example, can therefore improve the exponential rate. The rate per k-point can rise only if harmonics beyond $M$ are used. If the slope $E'$ is known at the same $N$ points, harmonics up to order $N$ can be fixed, and the rate per k-point approaches the full $|\ln r|$.

For odd $N$ the prefactor can also be found. Write $R=mN\pm\tilde R$. At the band edge $\cos R\pi=(-1)^R$ and $\cos\tilde R\pi=(-1)^{R-mN}=(-1)^{R}(-1)^m$. The bracket is $2(-1)^R$ for odd $m$ and zero for even $m$. Since $(-1)^Rc_R=-|c_R|$, all surviving terms add:

$$P_N(\pi)-E(\pi)=4\sum_{\substack{R>M\\ m\ \mathrm{odd}}}|c_R|.$$

The terms $R=M+1,\dots,3M+1$ all have $m=1$ and are present; the first missing one is $R=3M+2$. The edge error thus approaches the upper bound $4\sum_{R>M}|c_R|$ on $\varepsilon_N$, and the maximum error, lying between them, has the same asymptotic form. In the tail, $|c_{M+1+j}|/|c_{M+1}|\to r^j$, so the sum tends to $|c_{M+1}|/(1-r)$. With $\sqrt{1-r^2}/(1-r)=\sqrt{(1+r)/(1-r)}$,

$$\varepsilon_N\approx\frac{2T}{\sqrt\pi}\sqrt{\frac{1+r}{1-r}}\;\frac{r^{M+1}}{(M+1)^{3/2}}\qquad(N\ \text{odd}).$$

The interpolated edge lies too high. Treating the lower band $-E$ in the same way overestimates the direct gap at $k=\pi$ by twice the edge error. For even $N$ the point $k=\pi$ belongs to the grid and its energy is reproduced, but the error elsewhere still obeys the two bounds.

Semiclassical transport also needs the velocity $v=(a/\hbar)\,dE/dk$. Differentiating the error series gives terms $R\sin Rk-\tilde R\sin\tilde Rk$, of magnitude at most $R+\tilde R\le2R$. The harmonic $M+1$ of the slope error is $i(M+1)c_{M+1}$. Hence

$$(M+1)|c_{M+1}|\le\max_k|E'-P_N'|\le4\sum_{R>M}R|c_R|.$$

The exponential rate is unchanged, while the prefactor gains one power of $M$. For scale, the largest exact slope is the smaller hopping $rT$. From $E'=-rT^2\sin k/E$, the condition $|E'|\le rT$ is equivalent to $E^2-T^2\sin^2k\ge0$, and the left side equals $T^2(\cos k+r)^2$. Equality holds at $\cos k=-r$.

The average of the band over the coarse grid behaves differently. It equals $C_0$, to which only harmonics that are multiples of $N$ contribute:

$$\frac1N\sum_jE(k_j)-c_0=2\sum_{m\ge1}c_{mN}\approx2c_N.$$

Its error decays as $r^N/N^{3/2}$, the full rate $|\ln r|$ per k-point. The first harmonic that spoils the average is $N$, whereas the first that spoils the interpolated curve is $M+1\approx N/2$. Convergence of a band average thus overstates the convergence of the curve.

For an example take $t_1=2.9$ eV, $t_2=2.2$ eV and $a=0.25$ nm, rough values in the regime of trans-polyacetylene. Then $r=2.2/2.9=0.7586$, $\Delta=2(2.9-2.2)=1.4$ eV and $|\ln r|=0.2763$, or 0.1381 per k-point. The largest velocity is $(2.2\ \text{eV})(0.25\ \text{nm})/\hbar=8.36\times10^5$ m/s. The maximum errors are:

| $N$ | energy (meV) | velocity (m/s) |
|---|---|---|
| 11 | 86.1 | $1.5\times10^5$ |
| 21 | 9.57 | $3.5\times10^4$ |
| 41 | 0.246 | $1.8\times10^3$ |
| 81 | 0.00038 | 5.7 |

From $N=21$ to 41 the energy error falls by a factor $9.57/0.2462=39$. The full rate per k-point would have given $e^{20\times0.2763}\approx250$ from the exponential alone. The observed logarithm, $\ln39=3.66$, includes $1.5\ln(21/11)=0.97$ from the power law; the remainder, $2.69/20\approx0.135$ per k-point, is already near 0.138. High-precision sums at the band edge for $N=401$ and 801 give 0.1407 before and 0.1381 after the power law is removed. The asymptotic prefactor is approached slowly: at $N=41$ the formula gives 0.278 meV, 13% above the actual error, while at $N=801$ the two agree within 1%.

For $N=41$ the bounds $|c_{M+1}|$ and $4\sum_{R>M}|c_R|$ are 0.018 and 0.246 meV, and the upper one is nearly attained, as the edge argument predicts. The error of the grid average is much smaller, $3.56\times10^{-2}$ meV at $N=21$ and $5.06\times10^{-5}$ meV at $N=41$. The first of these agrees with $2c_{21}=2\times0.0178$ meV.

The smallest odd grid with an energy error below 1 meV has $N=33$; an even grid, which contains the band edge, reaches 0.83 meV already at $N=30$. At 300 K, $k_BT=25.9$ meV. At fixed chemical potential and low carrier density, an edge raised by 9.57 meV, as for $N=21$, reduces the Boltzmann factor of the edge state to $e^{-9.57/25.9}=0.69$ of its true value; for $N=33$ the factor is 0.96. Relative to the largest velocity, the maximum velocity error is 4% for $N=21$ and 0.2% for $N=41$. These figures concern the band and its slope. A conductivity also contains occupation factors and scattering rates, whose convergence is a separate question.

The gap controls the cost. For a small gap, $r=1-\Delta/(2T)$ gives $|\ln r|\approx\Delta/(2T)$. With $M=2Tx/\Delta$ and $1\ll x\ll2T/\Delta$, the error formula for odd $N$ becomes $\sqrt{2/\pi}\,\Delta\,e^{-x}/x^{3/2}$. To keep the error at a fixed small fraction of the gap, $M$ must therefore grow in proportion to $2T/\Delta$. When the gap closes, $t_1=t_2=t$, the band is $2t|\cos(k/2)|$, with a kink at $k=\pi$. Its coefficients are

$$c_R=\frac{2t}{\pi}\int_0^\pi\cos\frac k2\cos Rk\,dk=\frac{(-1)^{R-1}\,4t}{\pi(4R^2-1)}.$$

The decay is algebraic. The signs are as before, so the edge formula still applies. For large $N$, set $R=N(m+x)$ with $|x|<1/2$ and replace the sum over $x$ by an integral:

$$P_N(\pi)\approx\frac{4t}{\pi N}\sum_{m\ \mathrm{odd}}\int_{-1/2}^{1/2}\frac{dx}{(m+x)^2}=\frac{4t}{\pi N}\sum_{m\ \mathrm{odd}}\frac{4}{4m^2-1}=\frac{2t}{N}.$$

The last sum is $2(1-\tfrac13+\tfrac15-\cdots)=\pi/2$. For $t=2.5$ eV this predicts 49.5 and 24.9 meV at $N=101$ and 201, as found numerically. In the opposite limit, $r\to0$, the band becomes flat and the rate grows without bound.

The slow convergence near gap closing comes from interpolating the single eigenvalue, with its square-root branch points; in this model $E^2$ has only the harmonics $0,\pm1$. The matrix element $f(k)$ contains only the harmonics 0 and $-1$, so interpolating it on three k-points recovers $H(k)$ completely. Diagonalizing afterwards gives both bands without interpolation error, whether or not there is a gap. In the numerical test the error was below $10^{-12}$ eV. Longer hops need more points: five with the third-neighbour term introduced below.

In a real polymer chain the Hamiltonian has further terms. Hopping $t'$ between equivalent orbitals in neighbouring cells adds a term proportional to $\cos k$ to both bands; this is reproduced for $M\ge1$ and leaves the error unchanged. Third-neighbour hopping $t_3$ adds $t_3(e^{ik}+e^{-2ik})$ to $f$. With $z=e^{-ik}$, the zeros of $f$ obey

$$t_3z^3+t_2z^2+t_1z+t_3=0.$$

As long as $E^2$ has no zero with $|\mathrm{Im}\,k|<\kappa$, the integration path for $c_R$ can be shifted by any smaller distance, which yields decay at any rate below $\kappa$; a simple zero at distance $\kappa$ is a branch point and prevents faster decay. The rate is therefore the smallest $|\ln|z||$ among the roots that give zeros of $E^2$ of odd order; a double zero is not a branch point and does not limit the rate. For trial values $t_3=\pm0.1$ eV it is 0.315 and 0.246 per unit of $M$, and the error at $N=41$ becomes 0.09 and 0.53 meV, instead of 0.25 meV. The energy at $k=\pi$ does not change, since the two new terms cancel at $z=-1$. This uses equal strengths for the two third-neighbour hops; in a dimerized chain they span different distances, and the edge shifts by their difference. In the plain chain the gap and the larger hopping together fix the rate; once longer hops are present, they no longer do.

Orbital overlap $s$ times the hopping changes the upper band to $E/(1-sE)=E+sE^2+\cdots$. Near the branch points $E$ is small and the leading singular term is unchanged. For $s=0.1$ eV$^{-1}$ the pole $E=10$ eV lies at $\cosh(\mathrm{Im}\,k)=(100-13.25)/12.76=6.8$, or $|\mathrm{Im}\,k|=2.6$, far beyond the branch points. The rate is therefore the same, and the error at $N=41$ changes only from 0.246 to 0.245 meV. Overlaps that are not proportional to the hoppings move the branch points slightly; equal overlaps of 0.25 on both bonds give a rate of 0.2769 instead of 0.2763.

The σ bands are absent from the model. Where they cross a π band, as they do for the lower π band in an extended-Hückel description of the planar chain, a band labelled by energy order has kinks and converges only algebraically; the exponential rate belongs to the band followed through the crossings. Electron interaction, lattice motion, disorder and coupling between chains are also left out. In trans-polyacetylene, added charges distort the lattice and form solitons or polarons, so the velocities and Boltzmann factors above describe a rigid chain, not the actual carriers of the polymer. Interaction also contributes to its gap, which here comes from dimerization alone. If such an effect is represented by a changed smaller hopping at fixed $T$, a gap larger by 0.1 eV lowers that hopping by 0.05 eV and raises the rate by about $0.05/2.2=0.023$, or 8%. Disorder is a more basic limitation, because it removes the periodicity on which $E(k)$ rests. The numerical output below gives the remaining values for this chain.

## Computed values

```
hoppings t1, t2 = 2.9, 2.2 eV; cell = 0.25 nm
ratio r = 0.75862; gap = 1.400 eV
|ln(t1/t2)| = 0.27625; half of it = 0.13813
largest velocity = 8.3560e+05 m/s
c_1 = 1013.77 meV
c_2 = -175.143 meV
c_5 = 14.9714 meV
c_10 = -1.20226 meV
c_20 = -0.025339 meV
N, M, lower bound, max error, upper bound (meV), velocity error (m/s)
11, 5, 8.367, 86.06, 87.04, 1.531e+05
21, 10, 0.7827, 9.57, 9.576, 3.452e+04
41, 20, 0.01781, 0.2462, 0.2462, 1833
81, 40, 2.528e-05, 0.0003783, 0.0003783, 5.733
smallest odd N with max error below 1 meV = 33
its max error = 0.9993 meV
k_B T at 300 K = 25.85 meV
edge error N=401: 2.3406e-27 eV; N=801: 8.4672e-52 eV
edge error/asymptote: 0.98419 (401), 0.99190 (801)
rate per k-point, raw = 0.14070
rate per k-point, power removed = 0.13811
rate per unit M, power removed = 0.27621
grid-mean error N=21: 3.5592e-02 meV
grid-mean error N=41: 5.0559e-05 meV
grid-mean rate per k-point, power removed = 0.2777
equal hoppings 2.5 eV: edge error N=101: 49.505 meV
equal hoppings: N=201: 24.876 meV; power = 1.0000
two-band matrix, N=3: error below 1e-12 eV = True
N=41 error, plain chain = 0.24616 meV
same-sublattice hopping 0.1 eV: error = 0.24616 meV
third-neighbour hopping 0.1 eV: rate per M = 0.3151, fit 0.3157, error = 0.09199 meV
third-neighbour hopping -0.1 eV: rate per M = 0.2463, fit 0.2471, error = 0.53377 meV
overlap/hopping 0.1 per eV: fitted rate per M = 0.2769, error = 0.24545 meV
```
